Steady surface composition under preferential sputtering: two derivations

An analyst profiles an alloy film by ion sputtering, and after a few nanometres the electron spectrometer shows a constant composition. The reading can be reported as the film composition, or it can first be multiplied by a ratio of sputtering yields. For a copper–nickel film with the rough yields used below, the choice moves the copper content from 42 to 55 atomic per cent. It rests on what the constant composition represents and on how much material must be removed before it is reached.

**Definitions and result**

A solid contains species A and B with bulk atomic fractions b_A and b_B = 1 − b_A. An ion beam of constant flux J (ions per area and time) erodes it. In the region from which atoms are emitted, the atomic fractions are c_A and c_B = 1 − c_A. The component yield Y_i is defined by the statement that species i leaves at the rate

J Y_i c_i  (atoms per area and time).

Thus Y_i is the emission per ion per unit fraction of species i present. It belongs to the atom in its alloy surroundings and need not equal the yield of the pure element. Both component yields are taken as positive. The result to be derived is

c_A/c_B = (b_A/b_B)(Y_B/Y_A).  (1)

The species that is easier to remove is depleted at the surface.

**First derivation: the balance of an altered zone**

Let the beam keep a zone below the surface well mixed, so that one fraction c_A describes all of it. The zone holds N atoms per area, and N stays fixed: for every atom emitted, the receding zone takes in one atom from the bulk below. The total yield is

Y = Y_A c_A + Y_B c_B.

The zone therefore takes in J Y atoms per area and time, of which a fraction b_A is A. It loses A at the rate J Y_A c_A. Gain minus loss gives

N dc_A/dt = J [b_A (Y_A c_A + Y_B c_B) − Y_A c_A].

The two terms in Y_A combine through b_A − 1 = −b_B:

N dc_A/dt = J [b_A Y_B c_B − b_B Y_A c_A].  (2)

The first term is the replacement of an emitted B atom by an A atom from the bulk, and the second is the reverse. Replacement of like by like changes nothing and has cancelled. In the steady state the two terms are equal,

b_B Y_A c_A = b_A Y_B c_B,

and division by b_B Y_A c_B gives equation (1).

The same equation shows how the steady state is approached. Let the yields be constant, let F = Jt be the ion fluence, and insert c_B = 1 − c_A into (2):

N dc_A/dF = b_A Y_B − (b_B Y_A + b_A Y_B) c_A.

This is linear in c_A. Its stationary value and its rate constant are

c_∞ = b_A Y_B/(b_B Y_A + b_A Y_B),

κ = (b_B Y_A + b_A Y_B)/N,

so that dc_A/dF = −κ(c_A − c_∞). For a surface that starts with bulk composition,

c_A(F) = c_∞ + (b_A − c_∞) exp(−κF).  (3)

Since κ is positive, the steady state is unique and is approached from any starting composition.

The total yield in the steady state follows by inserting c_∞ and 1 − c_∞ = b_B Y_A/(b_B Y_A + b_A Y_B):

Y_∞ = (Y_A b_A Y_B + Y_B b_B Y_A)/(b_B Y_A + b_A Y_B).

The numerator is Y_A Y_B (b_A + b_B) = Y_A Y_B. Hence

Y_∞ = Y_A Y_B/(b_B Y_A + b_A Y_B), or 1/Y_∞ = b_A/Y_A + b_B/Y_B.

The eroded depth z is the number of bulk atoms consumed per area divided by the bulk atomic density n. The total yield is linear in c_A, so it relaxes with the same exponential, from Y_0 = Y_A b_A + Y_B b_B to Y_∞. Integration over fluence gives

z(F) = [Y_∞ F + (Y_0 − Y_∞)(1 − exp(−κF))/κ]/n.  (4)

Three limits show what these formulas contain. If Y_A = Y_B, the surface keeps the bulk composition. If A is dilute, c_A is close to b_A Y_B/Y_A, provided that this number is also small. If Y_A tends to zero, c_∞ tends to one and Y_∞ to zero: the surface becomes covered with the species that cannot be removed. At Y_A = 0 we have Y_0 = Y_B b_B and κ = b_A Y_B/N, and (4) gives the final depth

z = Y_0/(κn) = (N/n)(b_B/b_A).

Erosion then stops after a finite depth. This is why both yields must be positive for a steady erosion to exist.

**Second derivation: conservation through a stationary profile**

Now drop the well-mixed zone. Let x be the depth below the instantaneous surface, and let c_i(x) be any composition profile. Emission may come from a range of depths, with a weight w(x) that integrates to one and is the same for both species. Species i is then removed at the rate J Y_i w(x) c_i(x) per volume.

Let Φ_i(x) be the flux of species i towards the surface, measured in the frame that moves with the surface. It includes the steady arrival of material due to recession, and also ion mixing, diffusion and segregation, whatever their laws. A slice between x and x + dx gains Φ_i(x + dx) from below and loses Φ_i(x) above. With n_i the number of i atoms per volume,

∂n_i/∂t = ∂Φ_i/∂x − J Y_i w(x) c_i(x).

In a steady state the left side vanishes. Integrate from the surface to a depth X below which the material is undisturbed bulk:

Φ_i(X) − Φ_i(0) = J Y_i ⟨c_i⟩, where ⟨c_i⟩ = ∫ w(x) c_i(x) dx.

No atoms cross the surface apart from those already counted by the emission term, so Φ_i(0) = 0. At depth X the transport is the arrival of undisturbed bulk at the recession speed v, so Φ_i(X) = v n b_i. Therefore

J Y_i ⟨c_i⟩ = v n b_i.  (5)

The left side is the emitted flux of species i. In the steady state the emitted material has the composition of the bulk, although the surface does not. Dividing (5) for A by (5) for B removes J, v and n:

⟨c_A⟩/⟨c_B⟩ = (b_A/b_B)(Y_B/Y_A).

This is equation (1) for the emission-weighted fractions. Nothing in the argument used the number of species, so for several components ⟨c_i⟩ is proportional to b_i/Y_i.

**What each derivation assumes**

The first derivation assumes a uniform zone with a fixed number of atoms. In return it proves that the steady state is reached and gives the fluence needed. The second assumes that a steady state exists and says nothing about the time to reach it, but it allows any profile, any mixing and any segregation. It also shows that unequal atomic volumes, which make N vary during the transient, leave the final ratio unchanged.

Both need a uniform film thicker than the transient. Both also need the bulk to be the sole source of A and B. If the beam delivers a component, or if emitted atoms return in different proportions, the fluxes in (5) gain further terms and (1) fails. If the two species have different depth weights, equation (5) still holds for each with its own average, but the two averages no longer describe one composition.

Constant yields are needed for the exponential (3), but the steady state of a uniform zone can be found without them. If the yields depend on composition, (1) becomes an implicit equation in which they are taken at the steady composition of the zone. In a nonuniform profile such yields vary with depth and cannot be taken out of the average in (5). With r = Y_A/Y_B, equation (2) reads

N dc_A/dF = b_B Y_B c_B [b_A/b_B − g], g = r c_A/c_B.

If g rises with c_A, the bracket is positive below the steady composition and negative above it, so the steady state is unique and stable. The condition is

d(ln g)/dc_A = 1/c_A + 1/c_B + d(ln r)/dc_A > 0.

A yield ratio that falls steeply enough with c_A could violate it.

**A copper–nickel resistor film**

Take a film with 55 atomic per cent copper, eroded by 1 keV argon ions at 10 µA/cm². The component yields are set to 3.4 for copper and 2.0 for nickel, rough values for the pure elements. The altered zone is taken as 2.0 nm thick. With A as copper,

b_A/b_B = 0.55/0.45 = 1.222, Y_A/Y_B = 3.4/2.0 = 1.70,

c_A/c_B = 1.222/1.70 = 0.719, c_A = 0.719/1.719 = 0.418.

The first emitted atoms are 3.4 × 0.55/2.77 = 67.5% copper, where 2.77 is the initial total yield. This excess of copper in the emission depletes the zone until the emitted fraction has fallen to 55%.

For the transient, rough atomic volumes of 0.0118 nm³ (Cu) and 0.0109 nm³ (Ni) give a mean of 0.0114 nm³ and n = 87.76 nm⁻³. The zone then holds N = 87.76 × 2.0 = 175.5 atoms per nm². For singly charged ions the current density corresponds to J = 0.624 ions per nm² and second. The sum in κ is

0.45 × 3.4 + 0.55 × 2.0 = 2.63,

so κ = 2.63/175.5 = 0.0150 nm² per ion, and the time constant 1/(κJ) is 107 s. The steady total yield is 3.4 × 2.0/2.63 = 2.59 atoms per ion, and the erosion rate is

J Y_∞/n = 0.624 × 2.59/87.8 = 0.0184 nm/s = 1.10 nm/min.

The copper fraction starts 0.132 above its final value. It comes within 0.01 of that value after ln(0.132/0.01) = 2.58 time constants, which is 276 s. By equation (4) the eroded depth is then 5.2 nm. Within this model, a reading taken nearer the original surface still contains more copper than the steady state, so correcting it with the steady-state ratio gives too high a copper content.

**How far the neglected effects move the number**

The yields are the first uncertainty. If the yield ratio is 20% higher or lower than assumed, the steady copper fraction becomes 0.375 or 0.473. In the reverse direction, a relative error in the yield ratio passes unchanged into the reconstructed bulk ratio.

The use of pure-element yields can be examined with a pair-bond estimate. Let the surface binding energies be 3.5 eV in copper and 4.4 eV in nickel (rough values), let an atom with unlike neighbours have the mean, 3.95 eV, and let each yield vary inversely with its binding energy. At copper fraction c the energies are

U_Cu = 3.5c + 3.95(1 − c), U_Ni = 3.95c + 4.4(1 − c).

In this estimate copper is bound more strongly in the alloy than in pure copper, and nickel less strongly than in pure nickel, so the yields move closer together. Numerical integration of the zone balance to its steady state gives a yield ratio of 1.51 and a copper fraction of 0.447, instead of 1.70 and 0.418. This estimate changes only the binding energies. It leaves each species the rest of its pure-element yield, although the pure yield ratio of 1.70 is well above the binding-energy ratio 4.4/3.5 = 1.26, and in the alloy both species share the same collision cascade. Linear cascade theory for an alloy gives Y_Cu/Y_Ni = (M_Ni/M_Cu)^(2p) (U_Ni/U_Cu)^(1−2p), with p a small exponent of the scattering law. With the same alloy energies and p between 0 and 0.2, the ratio is 1.12 to 1.04 and the steady copper fraction is 0.52 to 0.54. The component yields in the alloy are therefore much less certain than the step from 1.70 to 1.51 suggests.

The spectrometer introduces a different error, because it does not average over the emitting region. To size it, divide the solid into atomic layers 0.225 nm apart, with emission weights w of 0.85 for the top layer and 0.15 for the second. Let c_j be the copper fraction of layer j, counted from zero at the top. Across each of the first nine interfaces, ion mixing carries copper upwards at m(c_{j+1} − c_j) atoms per ion, with m = 30. Below the emitting layers the total upward flow is Y_∞ atoms per ion, and steady copper transport requires

Y_∞ c_{j+1} + m(c_{j+1} − c_j) = Y_∞ b_A.

Collecting terms and subtracting (Y_∞ + m)b_A from both sides gives

c_{j+1} − b_A = [m/(m + Y_∞)](c_j − b_A).

From the third layer to the tenth, each layer keeps 30/32.59 = 92% of the deviation from bulk found in the layer above, so the zone is not uniform in this model.

Integrating the layer balances numerically to the steady state gives 0.417 in the top layer and 0.426 in the second. Their emission-weighted mean is 0.418, as (1) requires. A spectrometer looking along the surface normal, with an escape depth of 1.3 nm for both elements, would report 0.463, because it also sees deeper layers closer to bulk composition. Multiplying its ratio by the yield ratio overcorrects:

(0.463/0.537) × 1.70 = 1.47, or 59% copper instead of 55%.

Segregation acts the other way. Let the exchange of copper into the top layer be favoured by a factor of 2, so that the mixing term at the first interface becomes m[2c_1(1 − c_0) − c_0(1 − c_1)]. All other settings are held fixed. The top layer then has 0.440 copper and the second layer 0.295. The emission-weighted value is still 0.85 × 0.440 + 0.15 × 0.295 = 0.418, but the spectrometer reading falls to 0.397, and its correction gives

(0.397/0.603) × 1.70 = 1.12, or 53% copper.

Two further effects are simpler. If retained argon makes up 3.3% of the atoms in the zone, both metals are diluted by the factor 0.967. The copper fraction of all atoms becomes 0.404, while the copper-to-nickel ratio is unchanged. Lattice diffusion would extend the altered region: below the emitting layers a deviation δ obeys vδ + D dδ/dx = 0 and decays as exp(−vx/D). With a rough diffusion coefficient D = (0.5 cm²/s) exp(−2.6 eV/k_BT), the length D/v is about 10⁻²⁸ nm at 300 K, which means no lattice diffusion at all. At this erosion rate it reaches the zone thickness of 2 nm near 870 K; a barrier 0.2 eV lower or higher moves this to about 800 K or 930 K. Diffusion along grain boundaries and diffusion enhanced by the beam are not included in that estimate.

**Use on a real film**

The composition is that of a constantan-type alloy, used for resistors and strain gauges, and the beam energy and current are ordinary for depth profiling. The mixing rate, the segregation factor and the emission weights are illustrative inputs, not measured properties of such a film. Copper does tend to segregate to the surface of copper–nickel alloys, so a real film can be expected to break the assumption that the probed region has the composition of the emitting region. In the model the corrected copper content is then 59% without segregation and 53% with a segregation factor of 2, instead of the true 55%. These two values do not bound the error: a factor of 5 gives 45%, and a factor of 2 read with an escape depth of 0.4 nm gives 50%. Nor does a copper-poor reading show that unequal yields are its cause. In the same layer model, a yield ratio of only 1.12 with a segregation factor of 3.2 also gives a spectrometer reading of 0.418. A reference film of known, similar composition, measured with the same beam, geometry and spectral lines, avoids the need for separate yields. Its known copper-to-nickel ratio divided by the copper-to-nickel ratio of its steady reading gives an effective correction factor that includes the depth averaging, provided that the altered layer is the same in both films. In the layer model a reference with 50% copper returns 55.0% for the film without segregation and 54.8% with a segregation factor of 2.

All numerical values are calculated from the stated model.
